Lattice conductivity limited by electrons and the ideal electronic thermal resistivity

**Q.** Electrons carry most of the heat in a pure metal and also scatter the phonons. How can the lattice part be a definite quantity?

**A.** Define it as the heat carried by phonons while the electrons are held in equilibrium. A dilute alloy comes close to this, because impurities keep the electrons near equilibrium. What is left out can be sized once both currents are known.

The model has a spherical parabolic band of mass m, with N_a electrons per atom, and three Debye branches of common speed s, so ω = sq. Each branch couples to the electrons through one screened constant D:

|M|² = D²ħq/(2ρVs),

where ρ is the mass density and V the volume. Giving all branches the same coupling is an assumption, which is relaxed further below.

**Q.** How fast does a phonon decay into the electron gas?

**A.** Absorption takes an electron from k to k' = k+q, and emission reverses it. The net loss of phonons contains

N f(1−f') − (N+1)f'(1−f) = N(f−f') − f'(1−f).

A deviation of N from equilibrium therefore decays at the rate

1/τ_q = (2π/ħ)|M|² · 2Σ_k (f−f') δ(ε'−ε−ħω).

Let μ be the cosine between k and q. Then ε'−ε = ħ²kqμ/m + ħ²q²/2m, and the delta function integrated over μ gives m/(ħ²kq). With 2Σ_k = (V/2π²)∫k²dk dμ and k dk = m dε/ħ²,

2Σ_k(f−f')δ = [Vm²/(2π²ħ⁴q)] ∫[f(ε)−f(ε+ħω)]dε = Vm²s/(2π²ħ³),

because the last integral is ħω. The prefactor (2π/ħ)|M|² equals πD²q/(ρVs), so

1/τ_q = D²m²q/(2πρħ³).

**Q.** Why should that give T²? The phonon heat capacity goes as T³.

**A.** The thermal phonons also shift to larger q, where they live less long. The phonon Boltzmann equation gives δN = −τ_q s q̂·∇T ∂N/∂T. Multiply by ħω s q̂, sum over q, and average cos² to 1/3. For one branch,

κ₁ = (s²/3)∫ (q²dq/2π²) ħω (∂N/∂T) τ_q.

Set q = q_T z with q_T = k_BT/ħs, so that ħω ∂N/∂T = k_B z²e^z/(e^z−1)², and define

J_n = ∫₀^∞ zⁿe^z/(e^z−1)² dz = n! ζ(n).

One power of z is lost to τ_q, which leaves J₃ = 6ζ(3) = 7.212:

κ₁ = (s²k_B q_T³/6π²) · 2πρħ³J₃/(D²m²q_T) = k_B³ρħJ₃T²/(3πm²D²).

The speed cancels because q_T² contains 1/s². Three branches give

κ_g = BT², B = k_B³ρħJ₃/(πm²D²).

The upper limit ∞ requires T well below the Debye temperature θ.

**Q.** Now the electrons. At low temperature a phonon hardly turns an electron. How can it produce thermal resistance?

**A.** By changing the electron's energy. A heat current without a charge current has hot electrons moving one way and cold ones the other. An energy change of order k_BT destroys that pattern even if the direction survives.

Let x = (ε−μ_c)/k_BT, where μ_c is the chemical potential, and w = f(1−f) = −df/dx. Write the disturbed distribution as f + wΦ/k_BT. Then f/(1−f) is multiplied by 1+Φ/k_BT to first order, and detailed balance makes the net rate from k to k' equal to P(Φ−Φ')/k_BT, with P the equilibrium rate. The phonons are kept in equilibrium here; this defines the ideal resistivity W_i.

For q much smaller than k_F, the delta function integrated over angle gives 1/(ħv_Fq). Using Σ_q = (V/4π²)∫q²dq dμ and three branches,

3 · [πD²q/(ρVs)] · (V/4π²) · q²dq/(ħv_Fq) = 3D²q²dq/(4πρħsv_F).

With q = q_T|z| this defines the rate

Γ = 3D²(k_BT)³/(4πρħ⁴s⁴v_F).

The occupation factor is N for absorption (z > 0) and N+1 for emission (z < 0). Both are 1/|e^z−1|. With x' = x+z the dimensionless kernel is

K(x,x') = z² f(x)[1−f(x')]/|e^z−1|.

The electric field of the open circuit cancels the gradient of μ_c, so the driving term is v·∇T x w/T. Put Φ = −(v·∇T/T)(k_BT/Γ)g(x). Since v is unchanged at this order,

∫K(x,x')[g(x)−g(x')]dx' = x w(x).

**Q.** A constant g makes the left side vanish. Is the equation solvable?

**A.** Yes. K is symmetric, so solvability requires the source to be orthogonal to the constant, and ∫x w dx = 0 because w is even. The constant mode is a charge current, which small-angle collisions do not relax at this order. The open circuit excludes it, and g is the odd solution.

The heat current is the sum of v(ε−μ_c)wΦ/k_BT over states. With density of states N_F = mk_F/(π²ħ²), and N_Fv_F²/3 = k_F³/(3π²m) = n/m,

κ_e = (N_Fv_F²/3) k_BT · k_BG/Γ = nk_B²TG/(mΓ), G = ∫x g w dx.

Hence

W_i = 1/κ_e = AT², A = 3mD²k_B/(4πρħ⁴s⁴v_FnG).

**Q.** The natural guess is g proportional to x. Is it good enough?

**A.** It gives a bound, but a poor value. Call the collision operator L. It is symmetric and non-negative, so Schwarz's inequality gives

G ≥ (∫φxw dx)²/(∫φLφ dx)

for any odd trial φ. With φ = x the numerator is (π²/3)². The denominator is ½∬K z² dx dx'. Positive and negative z contribute equally, and f(x)[1−f(x+z)] = [f(x)−f(x+z)]/(1−e^(−z)) integrates over x to z/(1−e^(−z)). Therefore

∫xLx dx = ∫₀^∞ z⁵/[(e^z−1)(1−e^(−z))] dz = J₅ = 124.43,

G ≥ G₁ = π⁴/(9J₅) = 0.0870.

The linear shape fails for hot electrons. At large x, spontaneous emission dominates, and (Lx)/w grows as ∫₀^x z³dz = x⁴/4, whereas the equation requires x.

For the full solution, substitute g = 2cosh(x/2)y. This gives a symmetric linear system:

r(x)y(x) − ∫ z²/(2|sinh(z/2)|) y(x')dx' = x/[2cosh(x/2)],

r(x) = ∫ z²cosh(x/2)/[2|sinh(z/2)|cosh(x'/2)] dx'.

On 1201 points between x = −30 and 30 it gives G = 0.1315. A separate variational calculation, with x and four functions x/(1+x²/c), c = 4, 12, 36, 108, gives the same value to the digits shown. The single trial therefore overestimates W_i by 51% of the full result.

**Q.** Both coefficients contain D, which I do not know. What relation survives?

**A.** Multiply them, first allowing each branch j its own D_j and s_j:

κ_g = [k_B³ρħJ₃T²/(3πm²)] Σ1/D_j²,

W_i = [mk_BT²/(4πρħ⁴v_FnG)] ΣD_j²/s_j⁴.

In the product ρ cancels. With mv_F = ħk_F and n = k_F³/3π²,

κ_gW_i = J₃k_B⁴T⁴S/(12π²ħ³mv_FnG) = (J₃/4G)(k_BT/ħk_F)⁴S,

S = (Σ1/D_j²)(ΣD_j²/s_j⁴).

Equal branches give S = 9/s⁴, so D disappears. The Debye temperature is defined by k_Bθ = ħsq_D, with q_D³ = 6π²n/N_a. Since k_F³ = 3π²n, q_D/k_F = (2/N_a)^(1/3), and k_BT/(ħsk_F) = (T/θ)(q_D/k_F). Thus

κ_gW_i = C N_a^(−4/3)(T/θ)⁴,

C = (9·2^(4/3)/4)·6ζ(3)/G = 311.

In terms of the coefficients,

B = C/(Aθ⁴N_a^(4/3)).

The single trial would have given C = 470.

**Q.** Is there a physical reason for the fourth power?

**A.** The same collisions limit both currents. Dropping numerical factors, electrons count N_Fk_BTΓ events per volume and time, while phonons count q_T³/τ. Equating these gives τΓ ~ q_T³/(N_Fk_BT). Then

κ_g/κ_e ~ [k_Bq_T³s²τ]/[k_B²TN_Fv_F²/Γ] ~ q_T⁶s²/(k_BTN_Fv_F)² ~ (q_T/k_F)⁴,

using k_BT = ħsq_T and N_Fħv_F ~ k_F². Stronger coupling lowers both conductivities and leaves their ratio unchanged.

**Q.** What if transverse phonons couple more weakly?

**A.** Cauchy's inequality gives S ≥ (Σ1/s_j²)². At equal speeds, then, unequal coupling can only raise the product. If D is halved for both transverse branches, still at equal speeds, S is multiplied by (1+4+4)(1+¼+¼)/9 = 1.5. The speeds matter here. If the transverse waves are half as fast as the longitudinal ones, the same halving multiplies S by 9(1/16+½)/[3(1/16+2)] = 0.82, because the slow transverse branches dominate the sum of D_j²/s_j⁴. If they do not couple at all, S diverges: electrons alone no longer limit κ_g, and other scattering must be included.

Normal phonon collisions change the result too. They conserve total phonon momentum, and when very strong they force a drift, δN ∝ q̂ z N(N+1). This is the shape of q̂ ∂N/∂T, so every phonon has one effective time a. Write τ_q = τ_T/z. Balancing total momentum gives J₄ = aJ₅/τ_T. The conductivity, proportional to aJ₄, replaces τ_TJ₃ by τ_TJ₄²/J₅. With equal branches the factor is

J₄²/(J₃J₅) = 0.75.

**Q.** Put numbers in. Which metal?

**A.** Take a dilute copper-based alloy with rough, round parameters: 8.5×10²⁸ atoms/m³, atomic mass 63.5 u, N_a = 1, θ = 340 K, D = 2 eV, the free-electron mass, and an impurity-limited electron path ℓ = 20 nm. These give k_F = 13.6 nm⁻¹, s = 2.60×10³ m/s and

B = 0.0670 W m⁻¹K⁻³, A = 3.47×10⁻⁷ m W⁻¹K⁻¹.

At 10 K,

κ_g = 0.0670×100 = 6.7 W/(m K) = 0.067 W/(cm K),

W_i = 3.47×10⁻⁷×100 = 3.47×10⁻⁵ m K/W.

Their product is 2.33×10⁻⁴, and 311×(10/340)⁴ agrees.

For elastic impurity scattering with time τ_i = ℓ/v_F, the collision term is −wΦ/(k_BTτ_i), which gives Φ = −(v·∇T/T)k_BTτ_ix. Comparison with the definition of g shows that g is replaced by Γτ_ix, so G becomes Γτ_iπ²/3 and

κ_e,alloy = π²nk_B²Tτ_i/(3m) = 7.4 W/(m K) at 10 K.

The lattice then carries 47% of the heat. At fixed ℓ, and with electrons alone scattering the phonons, the share is 31% at 5 K and 64% at 20 K, because κ_g grows as T² and the electronic part as T. In the pure metal, κ_e = 1/W_i = 2.9×10⁴ W/(m K), and the lattice part is hidden. One therefore takes A from the pure metal and B from the alloy, assuming that the solute leaves n, θ and the coupling unchanged. The pure metal must be so pure that its residual thermal resistance is well below W_i. Otherwise impurity scattering pushes g towards the linear shape, and the resistance added by phonons rises from AT² towards the single-trial value, 1.51AT². In this example a residual thermal resistance of W_i/10 at 10 K corresponds, by the Wiedemann–Franz law, to a residual electrical resistivity of only 8.5×10⁻¹³ Ω m, which is a very demanding purity. The permitted resistivity grows as T³ on warming, as long as W_i follows T².

**Q.** You promised to size the electron disturbance you ignored.

**A.** Write the phonon disturbance as δN = ψN(N+1)/k_BT. The net absorption rate is then proportional to ψ+Φ−Φ', so ψ relaxes towards ⟨Φ'−Φ⟩. Energy conservation fixes the component of k along q as k_∥ = ms/ħ − q/2. Since Φ is proportional to k g, the required average is

⟨(k_∥+q)g'−k_∥g⟩ = (ms/ħ)⟨g'−g⟩ + (q/2)⟨g'+g⟩.

The weight f(x)[1−f(x+z)] is unchanged by x → −x−z, and g is odd, so the last average vanishes. The remainder adds ⟨g'−g⟩/(zΓ) to the phonon time τ_q.

In the pure metal at 10 K this adds 9% of κ_g to the phonon heat current. The relative size grows as 1/T², since 1/Γ varies as T⁻³ and τ_q as T⁻¹. This first-order estimate omits the return action on the electrons. In the alloy the added time is τ_i, and the fraction is 3×10⁻⁵.

**Q.** But the short electron path that saves you there also blurs the electron states.

**A.** It does. Here q_Tℓ = 10 at 10 K. Replacing the delta function in μ by a Lorentzian of width 1/(qℓ) multiplies the phonon rate by

∫₋₁¹ (qℓ/π)/[1+(qℓμ)²] dμ = (2/π)arctan(qℓ).

This raises κ_g by 3%. It ignores how collisions restore the local electron density, so I trust the size more than the sign. The effect grows on cooling, as q_T falls.

**Q.** And the solute atoms themselves?

**A.** A mass difference δM perturbs the kinetic energy by ½δM u̇², where u is the atomic displacement. Among N_at atoms, the matrix element between modes of equal frequency is ħω(δM/M)(e·e')/(2N_at), with e and e' the polarisations. Summing (e·e')² over three final branches gives 1, and each branch has Vω²/(2π²s³) modes per unit frequency. For a solute fraction c,

1/τ_p = (2π/ħ²)[ħω/(2N_at)]²(δM/M)² cN_at · Vω²/(2π²s³)
= c(δM/M)²(V/N_at)ω⁴/(4πs³).

For 1 at.% and δM/M = 0.5, κ_g falls by 5% at 10 K. Strain around the solute is not included. A boundary rate s/L with L = 1 mm removes 0.2%.

Dislocations are more deceptive. Their strain is of order b/r, with b the Burgers vector, so scattering at second order scales as b². For an areal density N_d, N_db² is dimensionless and the rate must scale as N_db²ω. This again gives T². The sample should therefore be annealed, or B will contain two mechanisms.

**Q.** Over what temperature range does the T² law hold in this example?

**A.** With the Debye cutoff restored, but no other scattering added, the local exponent of κ_g is 2.00 at 10 and 20 K and 1.85 at 40 K. Umklapp collisions between phonons need wavevectors of about half the zone size; the corresponding factor exp(−θ/2T) is 4×10⁻⁸ at 10 K. With the solute considered above, mass-difference scattering lowers the exponent sooner than the cutoff does, because its rate relative to the electronic one grows as T³. For 1 at.% and δM/M = 0.5 the exponent is already about 1.9 at 10 K and 1.5 at 20 K, so in such an alloy the exponent comes closest to 2 near 5 K. On further cooling the falling qℓ takes over: with ℓ = 20 nm, the arctan estimate above alone gives an exponent of about 1.9 at 5 K and 1.8 at 2 K. These low-temperature exponents, and the location of the best temperature, inherit the uncertain sign of the arctan estimate: a correction of opposite sign would push the exponent above 2 on cooling. The T² law is in either case only approximate in this example. The boundaries of a 1 mm sample remove about 2% of κ_g at 1 K if the electronic rate is left unblurred, but about 7% with the arctan estimate, which lets long-wave phonons live longer.

**Q.** How close is this to real copper alloys?

**A.** The density and θ are roughly those of copper, while D is a round model value. Since κ_g varies as 1/D², the 6.7 W/(m K) is an order of magnitude only. Measured lattice conductivities of copper alloys depend strongly on solute content and annealing, and no comparison with them is made here. Real copper breaks the assumptions of a spherical Fermi surface, equal coupling and equal speeds. Its transverse waves are about half as fast as the longitudinal ones, so halving the transverse D would multiply the product by about 0.8, not 1.5, relative to equal coupling at the same speeds, if normal collisions are absent. Relative to C(T/θ)⁴, with θ set by the Debye average 3/s³ = Σ1/s_j³, the unequal speeds alone give a factor 1.09 and the total factor is about 0.9. Strong normal collisions multiply κ_g by 0.75 for equal branches. At equal speeds, if they share momentum between the branches, they also remove the gain from unequal coupling, so the factors 1.5 and 0.75 should not be multiplied together.

The model also leaves out electron-phonon Umklapp, in which the electron's wavevector changes by q plus a reciprocal lattice vector. For a free-electron sphere in an fcc lattice of this density it starts at q = 2.9 nm⁻¹, about 6q_T at 10 K. In the model, phonons beyond this onset carry 14% of the lattice heat at 10 K and 57% at 20 K, and they account for about a fifth of W_i at 10 K and about three quarters at 20 K. Just above the onset only phonons near the ⟨111⟩ directions can take part, so these shares are upper limits to the heat carried by the phonons affected. The error from the omission grows on warming. Neither this nor the effect of the real Fermi surface is computed here, so the three digits of C belong to the model and are not the accuracy of a prediction for copper. The numerical output lists the values used.

Calculated quantities

```
J3, J4 = 7.2123, 25.9758
J5, J7 = 124.431, 5082.1
G, grid solution = 0.13152
G, five-function variational = 0.13152
G1, single trial g ~ x = 0.08698
G/G1 = 1.5120
C, full solution = 310.9
C, single trial = 470.1
Angular correction coefficient = -3.517
Same, exact kinematics = -3.517
Input atom density = 8.50e+28 m^-3, Na = 1
Input theta = 340 K, D = 2.0 eV
Input atomic mass = 63.5 u
Input electron path = 20 nm
Mass density = 8.96 g/cm^3
kF, qD = 13.60, 17.14 nm^-1
vF = 1.575e+06 m/s, s = 2597 m/s
B = 6.7025e-02 W m^-1 K^-3
A = 3.4714e-07 m W^-1 K^-1
A*B*theta^4 = 310.9
Residual resistivity = 3.29 uOhm cm
T = 5 K: kg = 1.676 W/(m K), Wi = 8.678e-06 m K/W
  impurity-limited ke = 3.716 W/(m K), lattice share = 31.1 %
T = 10 K: kg = 6.702 W/(m K), Wi = 3.471e-05 m K/W
  impurity-limited ke = 7.432 W/(m K), lattice share = 47.4 %
T = 20 K: kg = 26.810 W/(m K), Wi = 1.389e-04 m K/W
  impurity-limited ke = 14.864 W/(m K), lattice share = 64.3 %
kg at 10 K = 0.0670 W/(cm K)
Pure-metal ke at 10 K = 28807 W/(m K)
kg/ke pure at 10 K = 2.327e-04
qT at 10 K = 0.504 nm^-1, qT*path = 10.1
Mean z in heat flow = 3.602
Phonon lifetime at that z = 0.427 ns
Phonon path at that z = 1.109 um
Finite-path broadening: kg change = +3.14 %
Solute 1 at.%, dM/M = 0.5: -4.97 %
Boundary, 1 mm sample: -0.181 %
Strong normal processes: kg factor = 0.7518
Transverse D halved: kg*Wi factor = 1.500
Drag part of phonon heat / kg, pure = 0.0871
Drag part of phonon heat / kg, alloy = 2.97e-05
Angular change of trial Wi = -0.483 %
Umklapp factor exp(-theta/2T) at 10 K = 4.14e-08
Local exponent of kg at 10, 20, 40 K = 2.0000, 1.9995, 1.8489
```
